High-field electron transport by spherical harmonics at fixed total energy

**1. The physical situation**

Electrons enter a transistor channel from a thermal source and fall through a potential drop many times the thermal energy. They gain energy from the field and lose it to phonons, and the velocity grows more slowly than the field. The mean velocity depends on how the electrons are distributed over energy and direction, so the Boltzmann equation must be solved for both. Expanding the directions in harmonics and cutting the series leaves two questions: does the truncated scheme conserve current, and how far is its current from the right one?

Take one dimension x, a prescribed potential energy U(x), a steady state and a nondegenerate electron gas. The band is spherical and nonparabolic:

γ(ε) = ε(1+αε) = ħ²k²/2m

Differentiating gives (1+2αε)dε = ħ²k dk/m, so the speed is

v = dε/(ħdk) = ħk/[m(1+2αε)]

Scattering is isotropic: elastic, or with one phonon of energy ħω and thermal occupation N. The density of states is proportional to s(ε) = √γ(1+2αε), with s = 0 for ε < 0, and the total rate is

Γ(ε) = a s(ε) + b[N s(ε+ħω) + (N+1) s(ε−ħω)]

Self-consistent charge, Pauli blocking, impact ionization, several valleys and confinement are left out.

**2. Total energy as a coordinate**

Let μ be the cosine of the angle between **k** and x, and F = −dU/dx the force. From ħ dk_x/dt = F, with the transverse components constant,

dk/dt = Fμ/ħ,  dμ/dt = F(1−μ²)/(ħk)

The total energy H = ε+U obeys dH/dt = ħv dk/dt + vμ dU/dx = vμF − vμF = 0. In the coordinates (x,H,μ) there is therefore no derivative in H:

vμ ∂f/∂x + [F(1−μ²)/(ħk)] ∂f/∂μ = Q[f]

From here on, ∂ₓ is taken at fixed H. Expand f = Σ f_l(x,H)P_l(μ) and use

μP_n = [(n+1)P_{n+1} + nP_{n−1}]/(2n+1)
(1−μ²)dP_n/dμ = n(n+1)[P_{n−1} − P_{n+1}]/(2n+1)

The terms n = l−1 and n = l+1 contribute to P_l. Collecting them gives the streaming term of order l:

[l/(2l−1)] [v∂ₓf_{l−1} − (l−1)(F/ħk)f_{l−1}]
+ [(l+1)/(2l+3)] [v∂ₓf_{l+1} + (l+2)(F/ħk)f_{l+1}]

At fixed H, dε/dx = F, hence ∂ₓk = F/(ħv), and for any power p

v k^{−p}∂ₓ(k^p f) = v∂ₓf + p(F/ħk)f

The choices p = −(l−1) and p = l+2 absorb both force terms:

v{ [l/(2l−1)] k^{l−1}∂ₓ(k^{−(l−1)}f_{l−1}) + [(l+1)/(2l+3)] k^{−(l+2)}∂ₓ(k^{l+2}f_{l+1}) } = Q_l

This form was tested against finite differences in the original momentum variables for l = 0 to 5; the largest discrepancy was 7×10⁻¹⁰, where the streaming term itself reaches 0.12.

Multiply by 2k²/[(2l+1)v] and set c_l = 2l/(4l²−1). Since (2l−1)(2l+1) = 4l²−1,

c_l k^{l+1}∂ₓ(k^{−(l−1)}f_{l−1}) + c_{l+1}k^{−l}∂ₓ(k^{l+2}f_{l+1}) = 2k²Q_l/[(2l+1)v]  (1)

The coupling of f_{l−1} into order l is c_l k^{l+1}∂ₓk^{−(l−1)}. The coupling of f_l into order l−1 is c_l k^{−(l−1)}∂ₓk^{l+1}. Integration by parts turns one into minus the other, apart from boundary terms. The grid will preserve this property.

**3. Which current is conserved**

For l = 0, equation (1) reads

∂ₓj = (2k²/v)Q₀,  j(x,H) = (2/3)k²f₁

Here j is, up to a common constant, the particle flux per unit energy: k²dk = k²dH/(ħv), and ∫μf dμ = (2/3)f₁. With the same constant the density per unit energy is (2k²/v)f₀.

Elastic scattering cancels in Q₀. Phonons give

Q₀ = b{ (N+1)s(ε+ħω)f₀(H+ħω) + N s(ε−ħω)f₀(H−ħω) − [N s(ε+ħω) + (N+1)s(ε−ħω)]f₀(H) }

Because k²/v = g s(ε) with a constant g, define the net upward transfer

w(H) = 2gb s(ε)s(ε+ħω)[N f₀(H) − (N+1)f₀(H+ħω)]

Then (2k²/v)Q₀ = w(H−ħω) − w(H). On the ladder of energies H+nħω the sum telescopes. It vanishes at the bottom because s = 0 below the band, and at the top because f₀ goes to zero. Hence

Σₙ j(x,H+nħω) is independent of x  (2)

With a single phonon energy, each ladder conserves its own current; a single rung does not. A second, incommensurate phonon energy would link the ladders and leave the total current as the conserved sum.

Since N/(N+1) = exp(−βħω), with β the inverse thermal energy, w vanishes for f₀ = exp(−βH). This function is constant in x at fixed H, so f₁ = 0: equilibrium carries no current whatever the shape of U.

**4. The grid**

Use energy levels of spacing δ with ħω/δ an integer, and on a uniform ramp choose Δx = δ/F. Levels then lie half a step from the band edge at every node. Even orders live on nodes i, odd orders on edges e between nodes i and i+1. The highest order L is odd, and f_{L+1} = 0.

For odd l, Q_l = −Γf_l. Integrating (1) across an edge gives

c_l k_e^{l+1}[k_{i+1}^{−(l−1)}f_{l−1,i+1} − k_i^{−(l−1)}f_{l−1,i}] + c_{l+1}k_e^{−l}[k_{i+1}^{l+2}f_{l+1,i+1} − k_i^{l+2}f_{l+1,i}] = −{2Δx k_e²Γ_e/[(2l+1)v_e]} f_{l,e}

In matrix form, B f_even = −D f_odd with D diagonal and positive. Integrating the even equations over the cell of a node produces the same coefficients. The sign is reversed, because a node that is the right end of an edge has that edge on its left. Thus

−Bᵀf_odd + C f_even = q,  f_odd = −D⁻¹B f_even

(BᵀD⁻¹B + C) f_even = q  (3)

Here C holds the collisions of the even orders and the contacts, and q holds the injection. For l = 0 each interior cell obeys j_{i+1/2} − j_{i−1/2} = h_i(2k²/v)_i Q₀,i, with h_i the cell width. At the top of each ladder, the exchange between the last rung and the missing rung above it is left out, both upward and downward; the last rung still exchanges electrons with the rung below. This keeps the telescoping sum intact, so (2) holds on the grid for every L.

**Contacts.** Split f into parts even and odd in μ. At the left contact the incoming half, μ > 0, is an isotropic f_in, so f_odd = f_in − f_even there. Oddness gives the opposite value for μ < 0, hence for all μ

μf_odd = |μ|(f_in − f_even)

At the right contact the incoming half has μ < 0, and the sign is reversed. The contacts lie in field-free regions, where k is the same at node and boundary. The powers in (1) then combine to k², and the boundary flux of even order l at the left is

k² Σ_l′ M_ll′(f_in δ_l′0 − f_l′),  M_ll′ = ∫|μ|P_lP_l′dμ

with l′ even and the integral from −1 to 1.

**Turning points.** Levels below the source band edge begin part-way down the ramp, where k = 0. A distribution smooth in **k** has f_l proportional to k^l there. So k^{l+2}f_{l+1} vanishes at the turning point, but k^{−(l−1)}f_{l−1} tends to a finite value, so zero is not its correct boundary value. Number the allowed nodes 0, 1, 2, … from the turning point. Even order l is kept from node l/2 onward, and odd order l on edges whose two nodes both carry order l−1. Every difference of k^{−(l−1)}f_{l−1} then has both its ends; the omitted harmonics are small there because f_l ∝ k^l.

**Unique solution.** Put f = exp(−βH)g. Streaming acts at fixed H and commutes with this factor. The phonon exchange between two rungs becomes proportional to g(H) − g(H+ħω), with the same coefficient for both rungs. The matrix acting on g is therefore symmetric. Its quadratic form is a sum of non-negative parts: BᵀD⁻¹B, squared rung differences, relaxation of even l ≥ 2, and M at the contacts. If the form is zero, all even l ≥ 2 vanish, g₀ vanishes at the contacts, and Bf = 0 makes g₀ constant in x. Every level reaches the drain, so g = 0. System (3) has one solution for Γ > 0.

**5. Two limits**

For L = 1, the l = 1 equation gives f₁ = −(v/Γ)∂ₓf₀, and therefore

j = −(2/3)(k²v/Γ) ∂ₓf₀

This is diffusion along x at fixed total energy. In a weak field set f₀ = n(x)exp(−βε), with n proportional to the density. At fixed H, ∂ₓε = F, so

j = (2/3)(k²v/Γ) exp(−βε)[βFn − dn/dx]

Drift and diffusion appear with the ratio β required by the Einstein relation.

In the hot limit, let ε be well above ħω but αε ≪ 1, and represent the electrons by one typical energy. Then Γ ≈ [a+(2N+1)b]s. Momentum balance gives F = mv_dΓ. The net power lost to phonons is ħωb s[(N+1)−N], so energy balance gives Fv_d = ħωb s. Substituting F and cancelling s,

v_d² ≈ ħωb/{m[a+(2N+1)b]}

The field has dropped out: this is velocity saturation, as an estimate under these conditions.

The opposite limit Γ → 0 is unfavourable. D⁻¹ diverges, and without collisions f may jump as a function of μ, which a short Legendre series represents poorly.

**6. Worked example**

Round model parameters are m = 0.3 m₀, α = 0.5 /eV, ħω = 60 meV, a = 20 and b = 60 in units of 1/(ps √eV), at 300 K. Then 1/β = 25.85 meV and N = 0.109. A 100 nm ramp with field 50 kV/cm, or 5 meV/nm, lies between flat ends of 20 nm. The total drop is 0.5 eV. The left contact injects f_in = exp(−βH), with H = 0 at the source band edge; the right contact absorbs. The grid has δ = 5 meV and Δx = 1 nm.

The transmission is T = J/J_in, the net current divided by the injected flux. Local velocity is J divided by the density averaged over a window: A is 10–20 nm from the start of the ramp, C is 60–80 nm.

L = 1: T = 0.667, v_A = 1.049, v_C = 0.979
L = 3: T = 0.575, v_A = 0.992, v_C = 0.917
L = 5: T = 0.557, v_A = 1.000, v_C = 0.915
L = 9: T = 0.548, v_A = 0.991, v_C = 0.915

Velocities are in 10⁷ cm/s.

**Conservation.** The largest variation of any ladder current along x is about 10⁻¹⁴ of J_in, for L = 1 as for L = 9. Single-energy currents behave differently. At the source no state has H < 0, while at the drain a share of 1.0000, to four decimals, of the current flows at H < 0. Phonon emission has moved the current down the ladders. In a separate equilibrium test on a 0.1 eV ramp the current was 10⁻¹² of J_in.

**Truncation.** Perfect conservation at L = 1 coexists with a wrong current. An independent Monte Carlo simulation follows particles through free flights and random collisions, without harmonics or an energy grid. It gives T = 0.5405 ± 0.0021, where the uncertainty is the standard error from five batches. It covers sampling only: in each flight the field acts as a single kick at mid-flight, and the error of this step was not measured separately. The L = 1 value is 0.667/0.5405 = 1.23 times as large.

Different quantities converge at different rates. From L = 7 to 9, v_C changes by 1×10⁻⁴ of its value, but T by 5×10⁻³. Convergence of one quantity therefore does not establish convergence of another.

The last change is not a bound on the remaining error. Successive decreases of T are 0.0184, 0.0061 and 0.0029. Assign them to the mean orders 4, 6 and 8. The last two suggest a power law with exponent

ln(0.00606/0.00286)/ln(8/6) ≈ 2.6

and the first two give 2.7. If the law continues, the decreases still to come, at mean orders 2n with n = 5, 6, …, add up to

0.00286 Σ(4/n)^2.6 ≈ 0.00286 × 4^2.6 × 4.5^(−1.6)/1.6 ≈ 0.006

where the sum has been replaced by an integral from n = 4.5. This is twice the last change. The extrapolated value is T ≈ 0.542.

**Grid and cutoff.** Halving δ and Δx at L = 5 changes T by −0.15 %, v_A by −0.09 % and v_C by −0.05 %. One halving is not the whole grid error: a second halving at L = 5 moves T by a further −0.04 %, and at L = 9 the first halving gives −0.19 %, so the shift grows with L. With these shifts the extrapolated T becomes about 0.540 to 0.541. This is within one standard error of the Monte Carlo value, but that error is 0.002, so the third digit of T is not settled and the converged value may lie about 0.002 lower. The unextrapolated L = 9 value lies 3.5 standard errors above the Monte Carlo value, an excess of 1.4 ± 0.4 %. It passes the agreement test because that test allows 2 % plus four standard errors.

Injection is cut off at 0.30 eV, which is 11.6 thermal energies. For a parabolic band the omitted part of the thermal flux is (1+11.6)exp(−11.6) ≈ 1×10⁻⁴. The cutoff was not varied in the calculation.

**Velocity, energy and current.** Monte Carlo gives v_A = 0.991 ± 0.006 and v_C = 0.914 ± 0.001, against 0.991 and 0.915 at L = 9. The velocity near the entrance is thus about 8 % above its value deeper in the ramp. The mean energy in window C is 90.2 meV at L = 9 and 90.4 ± 0.2 meV from Monte Carlo.

To obtain a current density, let the source reservoir have the full equilibrium density n = 10¹⁷ cm⁻³. Its injected flux per unit density is 0.480×10⁷ cm/s, so

J = e n T (J_in/n) = (1.602×10⁻¹⁹ C)(10¹⁷ cm⁻³)(0.548)(0.480×10⁷ cm/s) ≈ 4.2×10⁴ A/cm²

Here n describes the reservoir, not the local density in the channel.

**7. Is the velocity saturated?**

Changing the field at fixed ramp length, with L = 5, gives in window C:

25 kV/cm: 0.711×10⁷ cm/s, mean energy 61 meV
50 kV/cm: 0.915×10⁷ cm/s, mean energy 90 meV
100 kV/cm: 1.034×10⁷ cm/s, mean energy 155 meV

Each doubling of the field would double an ohmic velocity. The computed factors are 1.29 and 1.13. The velocity grows more and more weakly with the field, but it still rises between 50 and 100 kV/cm. Three fields do not show what follows: in a nonparabolic band the velocity can pass a maximum and fall instead of settling at a constant value. These values are also not strictly bulk ones: between 40–60 nm and 60–80 nm the velocity still falls by 2.6 % at the lowest field and by 0.7 % at the highest.

The hot-limit estimate can be compared with this trend only with care. It needs ε ≫ ħω, yet the mean energies are only 1.0, 1.5 and 2.6 phonon energies. At 155 meV, moreover, 2αε = 0.155, so the parabolic approximation is already imperfect. The estimate describes a hot, parabolic limit in which the field drops out; it does not supply the velocity at these fields.

For another device the same checks apply, but the sufficient L may differ. It should be chosen from the quantity required: here L = 3 gives v_C within 0.3 % of L = 9, while T at L = 3 is still 5 % above its L = 9 value. The numerical output follows.

Calculated quantities

```
mass 0.3 m0, nonparabolicity 0.5 1/eV, phonon 60 meV
temperature 300 K, kT 25.852 meV, phonon number 0.1089
strengths: elastic 20, optical 60 1/(ps sqrt(eV))
scattering rate at 50 meV 7.22, at 200 meV 45.07 1/ps
flat ends 20 nm each, ramp 100 nm, top energy 0.30 eV
streaming projection, largest error l=0..5: 7.3e-10 (scale 0.12)
equilibrium test (0.1 eV ramp), |J|/J_in: 9.9e-13
field 50 kV/cm, energy step 5 meV, cell 1 nm; velocities in 1e7 cm/s
windows from ramp start: A 10-20 nm, B 40-60 nm, C 60-80 nm
L=1: T 0.66747, vA 1.0485, vB 0.9906, vC 0.9791, energy C 93.14 meV, ladder error 6.3e-15
L=3: T 0.57508, vA 0.9923, vB 0.9262, vC 0.9173, energy C 90.36 meV, ladder error 8.0e-15
L=5: T 0.55672, vA 0.9998, vB 0.9236, vC 0.9150, energy C 90.18 meV, ladder error 9.7e-15
L=7: T 0.55066, vA 0.9935, vB 0.9234, vC 0.9149, energy C 90.19 meV, ladder error 7.1e-15
L=9: T 0.54780, vA 0.9914, vB 0.9233, vC 0.9148, energy C 90.20 meV, ladder error 1.1e-14
relative change of T between orders: 1.7e-01 3.4e-02 1.1e-02 5.2e-03
relative change of vA between orders: 5.7e-02 7.6e-03 6.3e-03 2.2e-03
relative change of vC between orders: 6.8e-02 2.5e-03 7.6e-05 1.0e-04
share of current below source band edge at drain: 1.0000
halved grid, L=5: relative change T -1.5e-03, vA -9.3e-04, vC -5.1e-04, energy C 5.8e-04
Monte Carlo T: 0.5405 +- 0.0021; L=9: 0.5478
Monte Carlo vA (1e7 cm/s): 0.9909 +- 0.0057; L=9: 0.9914
Monte Carlo vB (1e7 cm/s): 0.9236 +- 0.0029; L=9: 0.9233
Monte Carlo vC (1e7 cm/s): 0.9136 +- 0.0013; L=9: 0.9148
Monte Carlo energy C (meV): 90.4362 +- 0.1838; L=9: 90.1957
injection velocity J_in/n: 0.4803 1e7 cm/s
current density for n = 1e+17 cm^-3, L=9: 4.2154e+04 A/cm^2
field 25 kV/cm, L=5: T 0.5133, vB 0.7302, vC 0.7113 1e7 cm/s, energy C 61.3 meV
field 100 kV/cm, L=5: T 0.5898, vB 1.0406, vC 1.0338 1e7 cm/s, energy C 154.8 meV
vC ratio for doubled field: 25->50 1.2863, 50->100 1.1298
```
